\section*{Short-wavelength structure from PBE unscreening near the origin and density extrema}

\section{Definitions and conventions}

Hartree atomic units are used. The atom is spherical, spin-unpolarized and non-relativistic, and a prime denotes $d/dr$. A norm-conserving construction yields, for each angular momentum $l$, a screened potential $V_{\rm scr,l}$ whose lowest state is the pseudo orbital. Unscreening removes the field of the pseudo valence density $n(r)$:
\begin{equation}
V_{{\rm ion},l}=V_{{\rm scr},l}-V_H[n]-v_{xc}[n].
\label{unscreen}
\end{equation}
A GGA has $E_{xc}=\int f(n,\sigma)\,d^3r$ with $\sigma=|\nabla n|^2=n'^2$, written as
\begin{equation}
f=-\frac{3k_Fn}{4\pi}F(n,s),\qquad s=\frac{|n'|}{2k_Fn},\qquad k_F=(3\pi^2n)^{1/3},
\end{equation}
where $-3k_F/4\pi$ is the LDA exchange energy per electron and $F$ holds exchange and correlation. Subscripts denote partial derivatives, of $f$ in the variables $(n,\sigma)$ and of $F$ in $(n,s)$. For PBE, with $\epsilon_c(n)$ the PW92 correlation energy per electron,
\begin{align}
F&=F_x-\frac{4\pi}{3k_F}(\epsilon_c+H), & F_x&=1+\kappa-\frac{\kappa}{1+y},\nonumber\\
H&=\gamma\ln\!\Big(1+\frac{\beta}{\gamma}g\Big), & g&=t^2\frac{1+z}{1+z+z^2},
\end{align}
with $y=s^2/b^2$, $b^2=\kappa/\mu$, $t^2=\pi k_Fs^2/4$, $z=At^2$ and $A=(\beta/\gamma)/(e^{-\epsilon_c/\gamma}-1)$. The constants are $\kappa=0.804$, $\beta=0.066725$, $\gamma=(1-\ln2)/\pi^2=0.031091$ and $\mu=\beta\pi^2/3=0.219515$, so $b=1.9138$. At $s=0$, PBE is LDA with PW92 correlation. The quantity studied is $\Delta v=v_{xc}^{\rm PBE}-v_{xc}^{\rm LDA}$ on the same density, which enters $V_{\rm ion}$ as $-\Delta v$.

\section{The potential and its two parts}

A variation $\delta n$ changes $\sigma$ by $2\nabla n\cdot\nabla\delta n$. Integration by parts, with $\delta n$ vanishing at infinity, gives
\begin{equation}
\delta E_{xc}=\int\big[f_n-\nabla\cdot(2f_\sigma\nabla n)\big]\delta n\,d^3r,
\end{equation}
so $v_{xc}=v_{\rm loc}+v_{\rm div}$ with $v_{\rm loc}=f_n$ and $v_{\rm div}=-\nabla\cdot(2f_\sigma\nabla n)$. For a radial field the divergence is $r^{-2}(r^2\,2f_\sigma n')'$, and the chain rule gives $f_\sigma'=f_{n\sigma}n'+2f_{\sigma\sigma}n'n''$. Hence
\begin{equation}
v_{\rm div}=-2f_\sigma\Big(n''+\frac{2n'}{r}\Big)-2f_{n\sigma}n'^2-4f_{\sigma\sigma}n'^2n''.
\label{expanded}
\end{equation}
The first term is the Laplacian term and the other two are the gradient terms.

The local part follows from $k_Fn\propto n^{4/3}$ and, at fixed $\sigma$, $\partial s/\partial n=-4s/3n$:
\begin{equation}
v_{\rm loc}=-\frac{k_F}{\pi}\Big[F-sF_s+\tfrac34nF_n\Big].
\label{loc}
\end{equation}
The bracket is a pure number, so the scale of $v_{\rm loc}$ is $k_F/\pi$, small where the density is small.

The divergence part has no such factor. At fixed $n$, $\partial f/\partial|n'|=2|n'|f_\sigma$ and $\partial s/\partial|n'|=1/(2k_Fn)$, so
\begin{equation}
2|n'|f_\sigma=-\frac{3k_Fn}{4\pi}\,\frac{F_s}{2k_Fn}=-\frac{3}{8\pi}F_s .
\end{equation}
The density prefactor cancels. With $n'=\mathrm{sgn}(n')|n'|$,
\begin{equation}
v_{\rm div}=\frac{3}{8\pi}\,\frac1{r^2}\frac{d}{dr}\Big[r^2\,\mathrm{sgn}(n')\,F_s\big(n(r),s(r)\big)\Big].
\label{divform}
\end{equation}
No approximation has been made. If $F_s$ changes by $\delta F_s$ over a distance $d$, then $v_{\rm div}\sim(3/8\pi)\,\delta F_s/d$, and its ratio to the local part is of order $\delta F_s/(k_Fd)$. The divergence part dominates when $s$ sweeps through the range where $F_s$ varies within a distance short against $1/k_F$.

The other two terms of Eq.~(\ref{unscreen}) carry no such sensitivity. $V_H$ integrates $n$ twice. A Troullier--Martins (TM) radial function is $R_l=r^le^{p(r)}$ inside $r_c$, with $p=p_0+p_2r^2+p_4r^4+\dots+p_{12}r^{12}$. Inserting $u=rR_l$ into $-u''/2+[V+l(l+1)/2r^2]u=\varepsilon u$ gives
\begin{align}
V_{{\rm scr},l}&=\varepsilon_l+\frac{(l+1)p'}{r}+\frac{p''+p'^2}{2}\nonumber\\
&=\varepsilon_l+(2l+3)p_2+2\big[(2l+5)p_4+p_2^2\big]r^2+O(r^4),
\label{vscr}
\end{align}
a polynomial whose $r^2$ term the TM condition $(2l+5)p_4+p_2^2=0$ removes.

\section{Exchange and correlation in $F_s$}

For exchange $dy/ds=2y/s$ and $\kappa/b^2=\mu$, so
\begin{equation}
F_{x,s}=\frac{2\mu s}{(1+y)^2},\qquad F_{x,ss}=2\mu\Big[\frac1{(1+y)^2}-\frac{4y}{(1+y)^3}\Big]=\frac{2\mu(1-3y)}{(1+y)^3}.
\label{fx}
\end{equation}
The maximum of $F_{x,s}$ lies at $y=1/3$, $s=b/\sqrt3=1.1049$, and equals $2\mu(1.1049)(9/16)=0.2729$ at any density.

For correlation let $D=1+z+z^2$. Since $g=(z+z^2)/(AD)$ and $z=At^2$,
\begin{equation}
\frac{dg}{dt^2}=\frac{(1+2z)D-(z+z^2)(1+2z)}{D^2}=\frac{1+2z}{D^2}.
\end{equation}
With $dt^2/ds=\pi k_Fs/2$, the prefactor is $-(4\pi/3k_F)\,\beta\,(\pi k_Fs/2)=-2(\beta\pi^2/3)s=-2\mu s$. The total is
\begin{equation}
F_s=2\mu s\left[\frac1{(1+y)^2}-\frac{1+2z}{D^2(1+\beta g/\gamma)}\right].
\label{Fs}
\end{equation}
Both terms in the bracket equal one at $s=0$, and they decay at different rates. At small $s$, $(1+y)^{-2}=1-2y+\dots$. Because $D^2=1+2z+3z^2+\dots$, $(1+2z)/D^2=1+O(z^2)$, and $(1+\beta g/\gamma)^{-1}=1-\beta t^2/\gamma+\dots$. The bracket is $-2\mu s^2/\kappa+\pi\beta k_Fs^2/4\gamma$, and $\beta=3\mu/\pi^2$ gives
\begin{equation}
F_s=4c_4s^3+O(s^5),\qquad c_4=\mu^2\Big(\frac{3k_F}{8\pi\gamma}-\frac1\kappa\Big).
\label{c4}
\end{equation}
The coefficient changes sign at $k_F=8\pi\gamma/3\kappa=0.3240$ bohr$^{-1}$, where the $s^5$ term leads.

\section{At an extremum and just beside it}

Take a smooth extremum with $n>0$ and $n''\neq0$, and define
\begin{equation}
\ell=\frac{2k_Fn}{|n''|},
\end{equation}
so that $s=|x|/\ell$ to leading order in the distance $x$ from it. At the extremum the gradient terms of Eq.~(\ref{expanded}) vanish with $n'$, and the Laplacian term remains. For exchange alone at the origin, $F_s\to2\mu r/\ell$, and Eq.~(\ref{divform}) gives $(3/8\pi)(2\mu/\ell)\,r^{-2}(r^3)'\,\mathrm{sgn}(n'')$, that is
\begin{equation}
\Delta v_x(0)=\mathrm{sgn}(n'')\frac{9\mu}{4\pi\ell}.
\label{origin}
\end{equation}
Correlation gives the same expression with $-\beta\pi^2/3$ in place of $\mu$. In PBE the two cancel. Equation~(\ref{c4}) has no term linear in $s$, so $f_\sigma(n,0)=0$ for every $n$, and $\Delta v=0$ at the extremum itself. The statement that a Laplacian term survives where $\nabla n=0$ is therefore false for full PBE. It is true for PBEsol, which has the same form with $\mu=10/81$ and $\beta=0.046$ and leaves, at the origin, $\mathrm{sgn}(n'')\,9(\mu-\beta\pi^2/3)/4\pi\ell$.

Beside the extremum $F=F(n,0)+c_4s^4+\dots$, so by Eq.~(\ref{loc}) $v_{\rm loc}-v^{\rm LDA}_{xc}=O(s^4)$ and the leading term comes from $v_{\rm div}$. At the origin the bracket of Eq.~(\ref{divform}) is $\mathrm{sgn}(n'')\,4c_4r^5/\ell^3$, whose derivative divided by $r^2$ is $20c_4r^2/\ell^3$. At a shell extremum $r_0>0$, $\mathrm{sgn}(n')F_s=\mathrm{sgn}(n'')\,4c_4x^3/\ell^3$, whose derivative is $12c_4x^2/\ell^3$, while the geometric term $2F_s/r$ is $O(x^3)$. Multiplying by $3/8\pi$,
\begin{equation}
\Delta v\simeq\mathrm{sgn}(n'')\frac{15c_4}{2\pi}\frac{r^2}{\ell^3}\ \ (\text{origin}),\qquad
\Delta v\simeq\mathrm{sgn}(n'')\frac{9c_4}{2\pi}\frac{x^2}{\ell^3}\ \ (\text{shell}).
\label{curv}
\end{equation}
The terms of Eq.~(\ref{expanded}) can be weighed at this order. Here $f_\sigma\simeq f_{\sigma\sigma}\sigma$, and $f_{n\sigma}\sigma=O(\sigma^2)$ drops out. At a shell extremum the Laplacian term is $-2f_{\sigma\sigma}\sigma n''$ against $-4f_{\sigma\sigma}\sigma n''$ from the last term, a third of the total. At the origin $\nabla^2n=3n''$ makes it $-6$ against $-4$, three fifths.

Integrating Eq.~(\ref{divform}) gives a sum rule,
\begin{equation}
\int_0^Rr^2v_{\rm div}\,dr=\frac{3}{8\pi}R^2\,\mathrm{sgn}(n')F_s\Big|_R ,
\label{sum}
\end{equation}
which is zero when $R$ is an extremum, since $F_s=0$ at $s=0$. Between the origin and the first density maximum $v_{\rm div}$ must take both signs. Parts integration also gives, for a smooth orbital $\phi$, $\int\phi^2v_{\rm div}d^3r=-(3/8\pi)\int(\phi^2)'\,\mathrm{sgn}(n')F_s\,d^3r$. The matrix element is bounded by $(3/8\pi)\max|F_s|\int|(\phi^2)'|d^3r$, which does not contain the height of the feature. A tall spike can thus be a burden on the representation of the potential while weighing little on a smooth orbital.

\section{The full feature in the frozen-density limit}

Let $n=n_0+cr^m$ near the origin, $c>0$, $m$ even. While $cr^m\ll n_0$, $s=mcr^{m-1}/(2k_Fn_0)=\rho^{m-1}$, with
\begin{equation}
\rho=\frac r{\ell_m},\qquad\ell_m=\Big(\frac{2k_Fn_0}{mc}\Big)^{1/(m-1)},
\end{equation}
and $k_F=k_F(n_0)$. Equation~(\ref{divform}) becomes
\begin{equation}
\Delta v\to\frac{3}{8\pi\ell_m}\Big[\frac{2F_s}{\rho}+(m-1)\rho^{m-2}F_{ss}\Big]_{n=n_0,\ s=\rho^{m-1}} .
\label{law}
\end{equation}
Height times width is a fixed function of $\rho$ and $n_0$. Two things were dropped. The density changes by the fraction $cr^m/n_0=(2k_F\ell_m/m)\rho^m$, and $v_{\rm loc}-v_{xc}^{\rm LDA}$ is of order $k_F$ against $1/\ell_m$. Both are of relative order $k_F\ell_m$, the first growing as $\rho^m$. The law holds for $k_F\ell_m\ll1$, and its outer part degrades first.

For $m=2$, $c=n''/2$, $\ell_2=\ell$, and the bracket is the three-dimensional Laplacian $\nabla_s^2F$. With the density length $L=(n_0/n'')^{1/2}$, $\epsilon\equiv\ell/L=2k_FL$ and $k_F\ell=\epsilon^2/2$, so a small correction and a feature narrower than the density's own scale are the same condition. For exchange, Eq.~(\ref{fx}) gives
\begin{equation}
\nabla_s^2F_x=\frac{4\mu(1+y)+2\mu(1-3y)}{(1+y)^3}=\frac{2\mu(3-y)}{(1+y)^3},
\end{equation}
a positive core and a negative shell beyond $y=3$. Correlation cancels the value at the centre. For $k_F(n_0)>0.3240$ bohr$^{-1}$, where $c_4>0$, it leaves a hollow positive shell; at lower density $\Delta v$ is first negative beside the centre and turns positive farther out. For the model $n_0=0.003$ bohr$^{-3}$ the full PBE law has $\ell\,\Delta v$ peaking at $0.0422$ Ha\,bohr at $s=1.08$. Equations~(\ref{expanded}) and (\ref{loc}) evaluated on the parabola depart from the law over $0.02\le\rho\le3$ by at most $2.65\times10^{-4}$ Ha\,bohr for $\epsilon=0.04$ and $6.64\times10^{-5}$ Ha\,bohr for $\epsilon=0.02$, which is $0.6\%$ and $0.16\%$ of the peak and falls as $\epsilon^2$. At a shell extremum with $\ell\ll r_0$ the geometric term is of relative order $\ell/r_0$, and $\Delta v\to\mathrm{sgn}(n'')(3/8\pi\ell)F_{ss}$, whose exchange part changes sign at $s=1.1049$.

For $m=4$, a $d$ shell rising as $r^4$ out of the hole of a pseudized $s$ shell, $s=\rho^3$ and $\ell_4\propto(n_0^{4/3})^{1/3}=n_0^{4/9}$ at fixed $c$.

\section{Wavelength}

The exchange shape for $m=2$ has a closed transform. Write $F_x=1+\kappa-\kappa b^2/(s^2+b^2)$. Closing the contour on the pole $s=ib$ gives $\int_{-\infty}^\infty se^{iks}(s^2+b^2)^{-1}ds=2\pi i\,(ib\,e^{-kb})/(2ib)=i\pi e^{-kb}$. Half its imaginary part is $\int_0^\infty s\sin(ks)(s^2+b^2)^{-1}ds=(\pi/2)e^{-kb}$, and the radial transform multiplies this by $4\pi/k$. The Laplacian removes the constant and brings $-k^2$:
\begin{equation}
\int\nabla_s^2F_x\,e^{-i\mathbf k\cdot\mathbf s}d^3s=2\pi^2\kappa b^2\,k\,e^{-kb},\qquad k=q\ell .
\end{equation}
It vanishes at $k=0$, as the sum rule requires, and peaks at $k=1/b=0.5225$. The same contour argument shows that an even analytic function of $r$ has a transform decaying as $e^{-q\,\mathrm{Im}\,r_*}$, up to powers of $q$, with $r_*$ its singularity nearest the real axis. LDA exchange, $\propto n^{1/3}$, is singular at $n=0$, $r_*=i\sqrt2L$. In the frozen-density limit, $\epsilon\ll1$, PBE exchange is singular at $ib\ell=ib\epsilon L$, nearer by the small factor $b\epsilon/\sqrt2$. For $m=4$, $r^4=-n_0/c$ gives $\mathrm{Im}\,r_*=(n_0/c)^{1/4}\sin45^\circ$, and $\rho^6=-b^2$ gives $\mathrm{Im}\,r_*=\ell_4b^{1/3}\sin30^\circ$. The correlation term of Eq.~(\ref{Fs}), written as $(1+2z)/\{D[D+\beta t^2(1+z)/\gamma]\}$, has poles at $D=0$, $z=e^{\pm2\pi i/3}$, the nearest of which for $z\propto\rho^6$ lie at $20^\circ$ from the real axis. The second factor equals $1+e^{-\epsilon_c/\gamma}(z+z^2)$ and adds further poles, which for the scandium density below lie slightly farther out, at $\mathrm{Im}\,r_*=0.032$ bohr in the frozen-density estimate ($0.034$ bohr on the full density, where the $D=0$ pole lies at $0.031$ bohr).

\section{Scandium $3d^14s^2$}

The all-electron atom was solved self-consistently with non-relativistic PBE and spherical occupations, in 140 Legendre functions on a mapped radial interval reaching 40 bohr. Spin polarization and relativity are left out. The levels are $\varepsilon_{4s}=-0.15257$ Ha and $\varepsilon_{3d}=-0.12380$ Ha. TM pseudization, which matches $p$ and four derivatives at $r_c$ and conserves the norm, used $r_c=2.5$ bohr ($4s$) and $2.0$ bohr ($3d$). It gives $p_0=-2.1986$, $p_2=0.1322$ bohr$^{-2}$ for $4s$ and $p_0=1.2223$, $p_2=-1.4473$ bohr$^{-2}$ for $3d$. Unless another density is named, the exchange-correlation potentials below come from Eqs.~(\ref{expanded}) and (\ref{loc}) on $n=(2R_{4s}^2+R_{3d}^2)/4\pi$ with analytic derivatives.

\paragraph{Lengths.} At the origin $n_0=2e^{-4.3972}/4\pi=0.00196$ bohr$^{-3}$ and $k_F=0.3871$ bohr$^{-1}$. Expanding $e^{2p}$ gives $n''(0)=4p_2n_0=0.00104$ bohr$^{-5}$, so $\ell_2=k_F/2p_2=0.3871/0.2644=1.464$ bohr. The quartic coefficient is $c=e^{2.4446}/4\pi=0.9172$ bohr$^{-7}$; the $4s$ share, $n_0(2p_4+2p_2^2)=1.6\,n_0p_2^2$, is below $10^{-4}$. Then
\begin{equation}
\ell_4=\Big(\frac{2(0.3871)(0.00196)}{4(0.9172)}\Big)^{1/3}=0.0745\ \text{bohr},
\end{equation}
against $(n_0/c)^{1/4}=0.2150$ bohr for the doubling of the density, and $k_F\ell_4/2=0.014$. The quartic gradient overtakes the parabolic one at $r=(0.00104/3.669)^{1/2}=0.017$ bohr, where $s\approx0.02$. The curvature of the $4s$ hole changes the height and position of the peak and trough found below by about $2\%$ or less, and the feature belongs to $m=4$. The computed $s$ climbs to $8.5$ at $0.226$ bohr before returning to zero at the density maximum.

\paragraph{Origin.} Equation~(\ref{origin}) gives $9(0.219515)/(4\pi\times1.4638)=0.1074$ Ha. At $r=10^{-4}$ bohr exchange contributes $+0.1074$ Ha and correlation $-0.1074$ Ha. PBEsol leaves $9(0.12346-0.15133)/(4\pi\times1.4638)=-0.0136$ Ha.

\paragraph{Spike.} $\Delta v$ peaks at $1.075$ Ha ($29.3$ eV) at $r=0.0783$ bohr, where $s=1.155$, and dips to $-0.210$ Ha ($-5.7$ eV) at $0.1154$ bohr, where $s=3.22$. The local scale $k_F/\pi=0.123$ Ha is nine times smaller than the peak. The height belongs to this choice of radii, through $n_0$ and $c$: changing one radius at a time, $r_c(4s)=2.1$ and $2.9$ bohr give peaks of $0.32$ and $1.36$ Ha, and $r_c(3d)=1.6$ and $2.4$ bohr give $1.39$ and $0.85$ Ha. The rough scale $(3/8\pi)(m-1)(0.27)/\ell_4\approx1.3$ Ha, with the exchange maximum of $F_s$, has the right size. The law (\ref{law}) puts the peak at $1.128$ Ha and $0.0782$ bohr, $5\%$ above the full height. It does worse at the trough, $-0.304$ Ha at $0.1098$ bohr, $45\%$ deeper than the full value. At $0.1154$ bohr the density has risen by about $(0.1154/0.2150)^4=8\%$, and $s$ is $3.22$ where the law has $(0.1154/0.0745)^3=3.7$. The trough is a difference of the positive $2F_s/r$ and the negative $F_{ss}\,ds/dr$, so a slower rise of $s$ makes it shallower. Equation~(\ref{divform}) evaluated with the true $s(r)$ but with $n$ held at $n_0$ in $F_s$ gives $-0.204$ Ha, so this is the main cause. The rise of $s$ is slowed mostly by the growth of the density and partly by the $r^6$ term of the $3d$ density, which the law also drops; the model $n_0+cr^4$ alone gives a trough of $-0.239$ Ha.

\paragraph{Unscreening.} For $l=0$, Eq.~(\ref{vscr}) gives $V_{\rm scr}(0)=-0.1526+3(0.1322)=0.244$ Ha. In the order $V_{\rm scr}-V_H-v^{\rm LDA}_{xc}-\Delta v$, in Ha,
\begin{align}
r=0.0010:&\quad0.244-1.326+0.157-0.000=-0.925,\nonumber\\
r=0.0783:&\quad0.244-1.326+0.158-1.075=-1.999,\nonumber\\
r=0.1154:&\quad0.244-1.326+0.161+0.210=-0.711.
\end{align}
Across $0.037$ bohr $V_{\rm ion}$ swings by $1.288$ Ha, of which $\Delta v$ supplies $1.285$ Ha ($35.0$ eV) and the LDA term $0.003$ Ha. The same $v_{xc}$ is subtracted in every channel.

\paragraph{Density maximum.} At $r_0=0.8262$ bohr, $n=0.05742$ bohr$^{-3}$ and $n''=-0.5615$ bohr$^{-5}$, so $k_F=1.1935$ bohr$^{-1}$, $\ell=2(1.1935)(0.05742)/0.5615=0.2441$ bohr and $c_4=0.04819(4.582-1.244)=0.1609$. Equation~(\ref{curv}) gives $-9(0.1609)/(2\pi\times0.2441^3)=-15.8$ Ha/bohr$^2$, and $\Delta v/x^2$ averaged over $x=\pm0.01\ell$ is $-15.84$ Ha/bohr$^2$. Here $k_F\ell=0.29$, ten times $k_F\ell_4$, so the frozen-density shape is a rough guide at best, and the structure is broader than at the origin.

\paragraph{Spectrum.} Each term was multiplied by $e^{-r^2}$ ($r$ in bohr) to remove tails and transformed by Simpson quadrature. The largest amplitudes for $q=30$--$40$ bohr$^{-1}$, in Ha\,bohr$^3$, are $9.5\times10^{-4}$ for $\Delta v$, $4.7\times10^{-6}$ for $v_{xc}^{\rm LDA}$, $1.5\times10^{-7}$ for $V_{{\rm scr},0}$ and $10^{-12}$ for $V_H$. In the frozen-density estimate the singularity distances are $0.2150\sin45^\circ=0.152$ bohr for LDA, $0.0745(1.9138)^{1/3}/2=0.046$ bohr for PBE exchange and $0.0745\,(4/\pi k_FA)^{1/6}\sin20^\circ=0.029$ bohr for the correlation pole at $D=0$, with $k_F$ and $A$ taken at $n_0$. The correlation pole is the nearest of these. At $q=35$ bohr$^{-1}$ the product $q\,\mathrm{Im}\,r_*$ is only $1.0$ for this pole and $1.6$ for the exchange pole, so the asymptotic decay has not set in. The exchange and correlation parts of $\Delta v$ are of similar size in this band and partly cancel. The exponential factors relative to LDA, $e^{35(0.123)}\approx70$ and $e^{35(0.106)}\approx40$, indicate only the order of magnitude of the observed factor of about 200; prefactors were not evaluated. Two plane waves couple through $q=35$ bohr$^{-1}$ once each reaches $17.5$ bohr$^{-1}$, a cutoff of $17.5^2/2=153$ Ha.

\section{Rescreening, model cores and limits}

Adding back $v_{xc}$ of the reference density cancels the spike by construction. Another density leaves $\Delta v[n_{\rm new}]-\Delta v[n]$. With frozen orbitals and $4s^1$, $n_0$ halves and $c$ is unchanged, so the law moves the peak inward by $2^{-4/9}=0.735$ and raises it by $1.36$, apart from the dependence of $F_s$ on $n_0$. The computed peak is $1.416$ Ha at $0.0583$ bohr, ratios $0.745$ and $1.416/1.075=1.32$. The shift of $0.020$ bohr is about half the peak-to-trough distance, and the residual reaches $1.35$ Ha, more than the original peak. Its weight on the orbitals is small: inside $0.2$ bohr it contributes less than $10^{-6}$ Ha to the $4s$ and $3d$ expectation values. Orbital relaxation is not included.

A model core attacks the cause, the small $n_0$. Replacing the all-electron core density inside 1 bohr by the exponential of an even polynomial, matched in value and four derivatives, and evaluating $v_{xc}$ on core plus valence gives $n(0)=1.05$ bohr$^{-3}$ and $\ell_2\approx3.15$ bohr; the latter rests on a fourth derivative and moves by about $0.02$ bohr with the radial basis. Within $r<0.35$ bohr the swing of $\Delta v$ falls to $0.0008$ Ha and its steepest slope from $66$ to $0.009$ Ha/bohr. The windowed amplitude, which also sees larger radii, falls to $9$--$10\times10^{-7}$ Ha\,bohr$^3$, depending on the radial basis, a factor of about $10^3$.

The results at the origin assume $n'(0)=0$. A density with a cusp has $s(0)>0$, and the geometric term of Eq.~(\ref{divform}) gives $v_{\rm div}\to(3/4\pi)\,\mathrm{sgn}(n')F_s/r$, a divergence absent for an even pseudo density. At a matching radius $v_{xc}$ is linear in $n''$ with coefficient $-(2f_\sigma+4\sigma f_{\sigma\sigma})$, so a jump in the fifth derivative of a TM density appears in the third derivative of $v_{xc}$, and through Eq.~(\ref{unscreen}) in all channels. The cancellation at $s=0$ was derived for the unpolarized functional.
